# Dual-kinetic-balance B-splines and the spurious Dirac levels of positive κ: a program that tests the result

```python
"""Dual-kinetic-balance (DKB) B-splines for the radial Dirac equation.

Results under test, for h = [[V, -c B], [c A, V - 2c^2]] acting on (G, F),
A = d/dr + kappa/r, B = d/dr - kappa/r, V = -Z/r, energies from +c^2:
 1. DKB functions (p, A p/2c) and (B p/2c, p) give finite matrices with
    the charge-conjugation symmetry E(kappa, V) = -E(-kappa, -V).
 2. Independent splines for G and F give equal spectra for kappa and -kappa,
    hence a spurious level for kappa > 0 at the lowest level of -kappa.
 3. DKB has no level between -2c^2 and -Z^2/(2 (kappa+1)^2 (1-beta)), where
    beta = max <f|Z/r|f>/(2c^2 <f|f>), f = A p, provided beta < 1.
Hartree atomic units; p denotes a spline, Z the nuclear charge.
"""
import numpy as np
from scipy.constants import fine_structure
from scipy.interpolate import BSpline
from scipy.linalg import eigh

c = 1.0 / fine_structure
Z = 10.0
BOX = 8.0
DEGREE = 6


def make_grid(intervals, scale):
    """Splines vanish at both ends; their slope vanishes at the box edge."""
    step = np.log(1.0 + BOX / scale) / intervals
    breaks = scale * np.expm1(step * np.arange(intervals + 1))
    breaks[-1] = BOX
    knots = np.r_[[0.0] * DEGREE, breaks, [BOX] * DEGREE]
    x, wx = np.polynomial.legendre.leggauss(16)
    half = 0.5 * np.diff(breaks)
    middle = 0.5 * (breaks[1:] + breaks[:-1])
    r = (middle[:, None] + half[:, None] * x).ravel()
    w = (half[:, None] * wx).ravel()
    count = intervals + DEGREE
    spline = BSpline(knots, np.eye(count), DEGREE)
    tables = [spline(r, nu=k).T[1:count - 2] for k in range(3)]
    norm = np.sqrt((tables[0]**2) @ w)
    tables = [t / norm[:, None] for t in tables]
    return {"r": r, "w": w, "p": tables, "first": breaks[1]}


def inner(left, right, grid, weight=1.0):
    return (left * (grid["w"] * weight)) @ right.T


def apply_first_order(tables, kappa, r):
    """Return (d/dr + kappa/r) p and its derivative."""
    p, dp, ddp = tables
    return dp + kappa * p / r, ddp + kappa * dp / r - kappa * p / r**2


def dkb_tables(grid, kappa):
    """The first spline has nonzero slope at r = 0 and needs a rule."""
    start_plus = 0 if kappa == -1 else 1
    start_minus = 0 if kappa == 1 else 1
    return ([t[start_plus:] for t in grid["p"]],
            [t[start_minus:] for t in grid["p"]])


def matrices(grid, kappa, kind, charge=Z):
    r = grid["r"]
    if kind == "DKB":
        plus, minus = dkb_tables(grid, kappa)
        ap, dap = apply_first_order(plus, kappa, r)
        bp, dbp = apply_first_order(minus, -kappa, r)
        G = np.vstack([plus[0], bp / (2 * c)])
        dG = np.vstack([plus[1], dbp / (2 * c)])
        F = np.vstack([ap / (2 * c), minus[0]])
        dF = np.vstack([dap / (2 * c), minus[1]])
        n_minus = len(minus[0])
    else:
        p, dp, _ = grid["p"]
        zero = np.zeros_like(p)
        G, dG = np.vstack([p, zero]), np.vstack([dp, zero])
        F, dF = np.vstack([zero, p]), np.vstack([zero, dp])
        n_minus = len(p)
    V = -charge / r
    upper = V * G + c * (-dF + kappa * F / r)
    lower = c * (dG + kappa * G / r) + (V - 2 * c**2) * F
    H = inner(G, upper, grid) + inner(F, lower, grid)
    S = inner(G, G, grid) + inner(F, F, grid)
    assert np.max(abs(H - H.T)) < 1e-9 * np.max(abs(H))
    return 0.5 * (H + H.T), 0.5 * (S + S.T), n_minus


def spectrum(grid, kappa, kind, charge=Z):
    H, S, n_minus = matrices(grid, kappa, kind, charge)
    return eigh(H, S, eigvals_only=True), n_minus


def dirac_coulomb(n, kappa):
    gamma = np.sqrt(kappa**2 - (Z / c)**2)
    ratio = (Z / c) / (n - abs(kappa) + gamma)
    return c**2 * (1 / np.sqrt(1 + ratio**2) - 1)


def beta_and_bound(grid, kappa):
    plus, _ = dkb_tables(grid, kappa)
    f, _ = apply_first_order(plus, kappa, grid["r"])
    attraction = inner(f, f, grid, Z / grid["r"])
    beta = eigh(attraction, 2 * c**2 * inner(f, f, grid),
                eigvals_only=True)[-1]
    bound = -Z**2 / (2 * (kappa + 1)**2 * (1 - beta)) if beta < 1 else None
    return beta, bound


grid = make_grid(30, 0.1)
e1s, e2p, e3p = (dirac_coulomb(1, -1), dirac_coulomb(2, 1),
                 dirac_coulomb(3, 1))
print(f"Z = {Z:.0f}, c = {c:.6f} a.u., box = {BOX:.1f} a.u.")
print(f"spline degree {DEGREE}, splines kept {len(grid['p'][0])}, "
      f"first knot {grid['first']:.5f} a.u.")
print(f"formula 1s1/2: {e1s:.6f} hartree")
print(f"formula 2p1/2: {e2p:.6f} hartree")
print(f"formula 3p1/2: {e3p:.6f} hartree")

# Block structure of the DKB matrices, from the full two-component integrals.
H, S, n_minus = matrices(grid, 1, "DKB")
n_plus = len(S) - n_minus
cross = np.max(abs(S[:n_plus, n_plus:]))
assert cross < 1e-10
plus, _ = dkb_tables(grid, 1)
f, _ = apply_first_order(plus, 1, grid["r"])
V = -Z / grid["r"]
block = (0.5 * inner(f, f, grid) + inner(plus[0], plus[0], grid, V)
         + inner(f, f, grid, V) / (4 * c**2))
assert np.max(abs(H[:n_plus, :n_plus] - block)) < 1e-9 * np.max(abs(H))
print(f"DKB kappa=+1: {n_plus} plus and {n_minus} minus functions")
print(f"largest plus-minus overlap: {cross:.1e}")

# Charge conjugation holds in both bases.
for kind in ("DKB", "independent"):
    direct, nm = spectrum(grid, 1, kind)
    conjugate, _ = spectrum(grid, -1, kind, -Z)
    reflected = -(conjugate[::-1] + c**2) - c**2
    error = np.max(abs(direct - reflected)) / np.max(abs(direct))
    level_error = abs(direct[nm] - reflected[nm])
    assert error < 1e-9 and level_error < 1e-5
    print(f"charge conjugation, {kind}: level {direct[nm]:.6f}, "
          f"reflected {reflected[nm]:.6f} hartree")

# Mirror congruence at an arbitrary energy, then equality of the spectra.
sx, sz = np.array([[0, 1], [1, 0]]), np.diag([1, -1])
energy = 0.3 * c**2
for kappa in (1, 2):
    Hp, Sp, n = matrices(grid, kappa, "independent")
    Hm, Sm, _ = matrices(grid, -kappa, "independent")
    small = np.eye(2) + Z / (c * kappa) * sx - energy / c**2 * sz
    big = np.kron(sx @ small, np.eye(n))
    left = big.T @ (Hp - (energy - c**2) * Sp) @ big
    right = -np.linalg.det(small) * (Hm - (energy - c**2) * Sm)
    assert np.max(abs(left - right)) < 1e-9 * np.max(abs(right))

levels = {}
for kind in ("independent", "DKB"):
    for kappa in (-1, 1):
        values, nm = spectrum(grid, kappa, kind)
        levels[kind, kappa] = values[nm:nm + 3]
        text = ", ".join(f"{x:.6f}" for x in values[nm:nm + 3])
        print(f"{kind}, kappa={kappa:+d}: {text} hartree")
mirror_gap = np.max(abs(levels["independent", 1]
                        - levels["independent", -1]))
assert mirror_gap < 1e-5
print(f"largest mirror difference, three levels: {mirror_gap:.1e} hartree")
assert abs(levels["independent", -1][0] - e1s) < 2e-3
assert abs(levels["independent", 1][1] - e2p) < 2e-3
assert abs(levels["DKB", -1][0] - e1s) < 2e-3
assert np.max(abs(levels["DKB", 1][:2] - [e2p, e3p])) < 1e-3

# Kinetic energy seen by the independent basis versus the true one.
H, S, n = matrices(grid, 1, "independent")
_, vectors = eigh(H, S)
p = grid["p"][0]
ap, _ = apply_first_order(grid["p"], 1, grid["r"])
overlap, coupling = inner(p, p, grid), inner(p, ap, grid)
ratios = []
for offset, name in ((0, "spurious"), (1, "2p1/2")):
    g = vectors[:n, n + offset]
    g = g / np.sqrt(g @ overlap @ g)
    true_t = 0.5 * g @ inner(ap, ap, grid) @ g
    image = coupling @ g
    projected_t = 0.5 * image @ np.linalg.solve(overlap, image)
    potential = g @ inner(p, p, grid, V) @ g
    ratios.append(projected_t / true_t)
    print(f"{name}: true T {true_t:.4f}, projected T {projected_t:.4f}, "
          f"<V> {potential:.4f} hartree")
    print(f"{name}: projected/true kinetic energy {ratios[-1]:.6f}")
    assert true_t + potential > -Z**2 / 8 - 1e-6
assert ratios[0] < 0.5 and ratios[1] > 0.999

# Persistence of the spurious level and the DKB lower bound.
for intervals in (20, 30, 40):
    mesh = make_grid(intervals, 0.1)
    independent, ni = spectrum(mesh, 1, "independent")
    dkb, nd = spectrum(mesh, 1, "DKB")
    beta, bound = beta_and_bound(mesh, 1)
    assert abs(independent[ni] - e1s) < 5e-3
    assert abs(dkb[nd] - e2p) < 1e-3
    assert beta < 1 and e1s < bound <= dkb[nd]
    assert dkb[nd - 1] <= -2 * c**2 + 1e-5
    print(f"{intervals} intervals: spurious {independent[ni]:.6f}, "
          f"DKB lowest {dkb[nd]:.6f} hartree")
    print(f"   beta {beta:.4f}, DKB lower bound {bound:.4f} hartree")

# The same comparison for kappa = 2 (3d3/2; mirrored level 2p3/2).
independent, ni = spectrum(grid, 2, "independent")
dkb, nd = spectrum(grid, 2, "DKB")
e2p3, e3d3 = dirac_coulomb(2, -2), dirac_coulomb(3, 2)
beta, bound = beta_and_bound(grid, 2)
assert abs(independent[ni] - e2p3) < 2e-3
assert abs(dkb[nd] - e3d3) < 1e-3
assert beta < 1 and e2p3 < bound <= dkb[nd]
print(f"formula 2p3/2 {e2p3:.6f}, 3d3/2 {e3d3:.6f} hartree")
print(f"kappa=+2: independent {independent[ni]:.6f}, "
      f"DKB {dkb[nd]:.6f} hartree")
print(f"kappa=+2: beta {beta:.4f}, lower bound {bound:.4f} hartree")

# Strong refinement at a point nucleus: reported, whatever the outcome.
fine = make_grid(30, 0.001)
dkb, nd = spectrum(fine, 1, "DKB")
beta, bound = beta_and_bound(fine, 1)
print(f"refined mesh: first knot {fine['first']:.2e} a.u., beta {beta:.4f}")
print(f"refined mesh: bound applies: {bound is not None}")
print("refined mesh: DKB kappa=+1 levels "
      + ", ".join(f"{x:.6f}" for x in dkb[nd:nd + 2]) + " hartree")
print("success")
```

Output:

```
Z = 10, c = 137.035999 a.u., box = 8.0 a.u.
spline degree 6, splines kept 33, first knot 0.01578 a.u.
formula 1s1/2: -50.066742 hartree
formula 2p1/2: -12.520860 hartree
formula 3p1/2: -5.562970 hartree
DKB kappa=+1: 32 plus and 33 minus functions
largest plus-minus overlap: 5.0e-16
charge conjugation, DKB: level -12.520860, reflected -12.520860 hartree
charge conjugation, independent: level -50.066742, reflected -50.066742 hartree
independent, kappa=-1: -50.066742, -12.520860, -5.562970 hartree
independent, kappa=+1: -50.066742, -12.520860, -5.562970 hartree
DKB, kappa=-1: -50.066752, -12.520861, -5.562971 hartree
DKB, kappa=+1: -12.520860, -5.562970, -3.128388 hartree
largest mirror difference, three levels: 1.1e-11 hartree
spurious: true T 9801.3096, projected T 50.2736, <V> -100.2673 hartree
spurious: projected/true kinetic energy 0.005129
2p1/2: true T 12.5670, projected T 12.5670, <V> -25.0668 hartree
2p1/2: projected/true kinetic energy 1.000000
20 intervals: spurious -50.066742, DKB lowest -12.520860 hartree
   beta 0.0495, DKB lower bound -13.1511 hartree
30 intervals: spurious -50.066742, DKB lowest -12.520860 hartree
   beta 0.0804, DKB lower bound -13.5927 hartree
40 intervals: spurious -50.066742, DKB lowest -12.520860 hartree
   beta 0.1115, DKB lower bound -14.0686 hartree
formula 2p3/2 -12.504163, 3d3/2 -5.558023 hartree
kappa=+2: independent -12.504163, DKB -5.558023 hartree
kappa=+2: beta 0.0790, lower bound -6.0318 hartree
refined mesh: first knot 3.49e-04 a.u., beta 3.3280
refined mesh: bound applies: False
refined mesh: DKB kappa=+1 levels -12.520860, -5.562969 hartree
success
```
